# Double Occupancy and Local Moment in the Effective Spin Model: verification in Python

```python
"""Half-filled Hubbard clusters at strong coupling: H = U*D + T.
Claim under test: in the effective spin model an observable A is represented by
A_eff = P exp(S) A exp(-S) P, not by P A P.  To order t^2/U^2
  double occupancy  D_i  -> sum_j 2 t_ij^2/U^2 (1/4 - S_i.S_j)
  local moment      S_i^2 -> 3/4 (1 - 2 D_i,eff)
  spin component    Sz_i -> Sz_i - sum_j t_ij^2/U^2 (Sz_i - Sz_j)
P: projector on singly occupied sites; S: Schrieffer-Wolff generator;
t_ij: hopping, U: repulsion.  Energies are in units of t.
The reference is the exact rotation built from numerical eigenvectors.
"""
from functools import reduce
import numpy as np
from scipy.linalg import expm


class Cluster:
    """Operators in the sector with n/2 up and n/2 down electrons."""

    def __init__(self, n):
        self.n = n
        lower = np.array([[0.0, 1.0], [0.0, 0.0]])
        parity, one = np.diag([1.0, -1.0]), np.eye(2)
        c = [reduce(np.kron, [parity] * m + [lower] + [one] * (2 * n - m - 1))
             for m in range(2 * n)]
        up, dn = c[:n], c[n:]
        nup = [a.T @ a for a in up]
        ndn = [a.T @ a for a in dn]
        count_up, count_dn = np.diag(sum(nup)), np.diag(sum(ndn))
        keep = np.where((count_up == n // 2) & (count_dn == n // 2))[0]

        def cut(a):
            return a[np.ix_(keep, keep)]

        sz = [(a - b) / 2 for a, b in zip(nup, ndn)]
        sp = [a.T @ b for a, b in zip(up, dn)]
        self.double = [cut(a @ b) for a, b in zip(nup, ndn)]
        self.number = [cut(a + b) for a, b in zip(nup, ndn)]
        self.sz = [cut(a) for a in sz]
        self.ss = [[cut(sz[i] @ sz[j]
                        + (sp[i] @ sp[j].T + sp[i].T @ sp[j]) / 2)
                    for j in range(n)] for i in range(n)]
        self.hop = [[cut(up[i].T @ up[j] + up[j].T @ up[i]
                         + dn[i].T @ dn[j] + dn[j].T @ dn[i])
                     for j in range(n)] for i in range(n)]
        self.dtot = sum(self.double)
        self.single = np.where(np.diag(self.dtot) == 0)[0]

    def project(self, a):
        return a[np.ix_(self.single, self.single)]

    def kinetic(self, bonds):
        return -sum(t * self.hop[i][j] for (i, j), t in bonds.items())

    def exact_rotation(self, h):
        """Low-energy eigenspace in the basis closest to the bare spin states."""
        low = np.linalg.eigh(h)[1][:, :len(self.single)]
        u, _, vh = np.linalg.svd(low.T[:, self.single])
        return low @ (u @ vh)

    def heisenberg(self, bonds, U):
        one = np.eye(len(self.single))
        return sum(4 * t**2 / U * (self.project(self.ss[i][j]) - one / 4)
                   for (i, j), t in bonds.items())

    def double_formula(self, site, bonds, U):
        one = np.eye(len(self.single))
        return sum(2 * t**2 / U**2 * (one / 4 - self.project(self.ss[i][j]))
                   for (i, j), t in bonds.items() if site in (i, j))

    def sz_formula(self, site, bonds, U):
        result = self.project(self.sz[site]).copy()
        for (i, j), t in bonds.items():
            if site in (i, j):
                other = j if site == i else i
                result -= t**2 / U**2 * self.project(self.sz[site] - self.sz[other])
        return result


def ground(h):
    energy, vec = np.linalg.eigh(h)
    return energy[0], vec[:, 0]


def mean(a, v):
    return v @ a @ v


four = Cluster(4)
two = Cluster(2)

# Operator formulas against the exact rotation, ring with unequal hoppings
ring = {(0, 1): 1.0, (1, 2): 0.7, (2, 3): 1.3, (0, 3): 0.5}


def ring_errors(U):
    T = four.kinetic(ring)
    h = U * four.dtot + T
    w = four.exact_rotation(h)
    heis = four.heisenberg(ring, U)
    level = np.diag(four.dtot)
    change = level[:, None] - level[None, :]
    S = (np.where(change == 1, T, 0) - np.where(change == -1, T, 0)) / U
    rot = expm(S)
    err = {"H_eff": 0, "T_eff": 0, "D_i": 0, "S_i^2": 0, "Sz_i": 0, "D_i by exp(S)": 0}
    err["H_eff"] = np.linalg.norm(w.T @ h @ w - heis)
    err["T_eff"] = np.linalg.norm(w.T @ T @ w - 2 * heis)
    one = np.eye(len(four.single))
    for i in range(4):
        d = four.double_formula(i, ring, U)
        err["D_i"] += np.linalg.norm(w.T @ four.double[i] @ w - d)
        err["S_i^2"] += np.linalg.norm(w.T @ four.ss[i][i] @ w - 0.75 * (one - 2 * d))
        err["Sz_i"] += np.linalg.norm(w.T @ four.sz[i] @ w - four.sz_formula(i, ring, U))
        explicit = four.project(rot @ four.double[i] @ rot.T)
        err["D_i by exp(S)"] += np.linalg.norm(explicit - d)
        assert np.allclose(w.T @ four.number[i] @ w, one, atol=1e-10)
    return err


coarse, fine = ring_errors(40.0), ring_errors(80.0)
print("Remainder of each operator formula ~ U^-p, ring, U = 40 t and 80 t:")
for name in coarse:
    power = np.log2(coarse[name] / fine[name])
    expected = 3 if name in ("H_eff", "T_eff") else 4
    assert abs(power - expected) < 0.1, (name, power)
    print(f"  {name}: p = {power:.3f}")

# Dimer
t, U = 1.0, 10.0
pair = {(0, 1): t}
T2 = two.kinetic(pair)
h2 = U * two.dtot + T2
E2, g2 = ground(h2)
heis2 = two.heisenberg(pair, U)
Es, singlet = ground(heis2)
triplet = np.linalg.eigh(heis2)[1][:, 1]
root = np.sqrt(U**2 + 16 * t**2)
assert abs(E2 - (U - root) / 2) < 1e-10
d_exact = mean(two.double[0], g2)
assert abs(d_exact - (1 - U / root) / 4) < 1e-10
d_rot = mean(two.double_formula(0, pair, U), singlet)
d_bare = mean(two.project(two.double[0]), singlet)
w2 = two.exact_rotation(h2)
d_trip = mean(w2.T @ two.double[0] @ w2, triplet)
assert abs(d_trip) < 1e-12
print(f"Dimer: t = {t:.0f}, U = {U:.0f} t, t^2/U^2 = {t**2/U**2:.4f}, J = {4*t**2/U:.4f} t")
print(f"  energy: spin model {Es:.5f} t, exact {E2:.5f} t")
print(f"  double occupancy per site: bare {abs(d_bare):.5f}, rotated {d_rot:.5f}, exact {d_exact:.5f}")
print(f"  exact triplet double occupancy per site: {abs(d_trip):.5f}")
m_bare = mean(two.project(two.ss[0][0]), singlet)
print(f"  <S_i^2>: bare {m_bare:.5f}, rotated {0.75*(1-2*d_rot):.5f}, "
      f"exact {mean(two.ss[0][0], g2):.5f}")
print(f"  interaction energy: rotated {2*U*d_rot:.5f} t, exact {U*mean(two.dtot, g2):.5f} t")
print(f"  kinetic energy: rotated {2*Es:.5f} t, exact {mean(T2, g2):.5f} t")
print("  exact dimer D_i and D_i*U^2/t^2 (limit from rotated operator: "
      f"{d_rot*U**2/t**2:.3f}):")
for u in (5.0, 10.0, 20.0, 40.0):
    d = mean(two.double[0], ground(u * two.dtot + T2)[1])
    print(f"    U = {u:.0f} t: D_i = {d:.6f}, scaled {d*u**2/t**2:.4f}")

# Uniform open chain of four sites
chain = {(0, 1): t, (1, 2): t, (2, 3): t}
T4 = four.kinetic(chain)


def chain_data(u):
    h = u * four.dtot + T4
    energy, g = ground(h)
    w = four.exact_rotation(h)
    phi0 = ground(four.heisenberg(chain, u))[1]
    phi = ground(w.T @ h @ w)[1]
    return h, energy, g, w, phi0, phi


h4, E4, g4, w4, phi0, phi = chain_data(U)
step = 1e-3
slope = (ground(h4 + step * four.dtot)[0] - ground(h4 - step * four.dtot)[0]) / (2 * step)
assert abs(slope - mean(four.dtot, g4)) < 1e-7
print(f"Open four-site chain, U = {U:.0f} t:")
print(f"  dE/dU = {slope:.6f}, total exact double occupancy = {mean(four.dtot, g4):.6f}")
print(f"  Heisenberg state: <S1.S2> = {mean(four.project(four.ss[0][1]), phi0):.5f}, "
      f"<S2.S3> = {mean(four.project(four.ss[1][2]), phi0):.5f}")
for site, name in ((0, "end site"), (1, "inner site")):
    dr = mean(four.double_formula(site, chain, U), phi0)
    de = mean(four.double[site], g4)
    print(f"  {name}: D_i rotated {dr:.5f}, exact {de:.5f}")
    print(f"    <S_i^2> rotated {0.75*(1-2*dr):.5f}, exact {mean(four.ss[site][site], g4):.5f}")
    gap = []
    for u in (40.0, 80.0):
        _, _, g, _, p0, _ = chain_data(u)
        gap.append(abs(mean(four.double[site], g)
                       - mean(four.double_formula(site, chain, u), p0)))
    power = np.log2(gap[0] / gap[1])
    assert abs(power - 4) < 0.1, power
    print(f"    error with the unchanged Heisenberg state ~ U^-p, p = {power:.3f}")

# Neel state carried over to the electrons, inner site with two neighbours
pattern = np.array([0.5, -0.5, 0.5, -0.5])
spins = np.array([np.diag(four.project(a)) for a in four.sz]).T
neel = np.where(np.all(spins == pattern, axis=1), 1.0, 0.0)
assert neel.sum() == 1
print(f"  Neel |<Sz>|, inner site: bare {abs(mean(four.project(four.sz[1]), neel)):.5f}, "
      f"rotated {abs(mean(four.sz_formula(1, chain, U), neel)):.5f}, "
      f"exact rotation {abs(mean(w4.T @ four.sz[1] @ w4, neel)):.5f}")


# Spin correlation: both the operator and the spin state change at order t^2/U^2
def correlation_parts(u):
    _, _, g, w, p0, p = chain_data(u)
    bare = mean(four.project(four.ss[1][2]), p0)
    dressed = w.T @ four.ss[1][2] @ w
    operator_only = mean(dressed, p0)
    exact = mean(four.ss[1][2], g)
    assert abs(exact - mean(dressed, p)) < 1e-9
    return bare, operator_only, exact


bare, operator_only, exact = correlation_parts(U)
print(f"  <S2.S3>: bare {bare:.5f}, operator rotated only {operator_only:.5f}, exact {exact:.5f}")
parts = []
for u in (80.0, 160.0):
    b, o, e = correlation_parts(u)
    parts.append(np.array([o - b, e - o]) * u**2 / t**2)
assert np.all(np.abs(parts[1]) > 0.05)
assert np.allclose(parts[0], parts[1], rtol=0.02)
print(f"  changes of <S2.S3> in units of t^2/U^2 (U = 160 t): "
      f"operator {parts[1][0]:.4f}, state {parts[1][1]:.4f}")
print("all good")
```

Running it gives:

```
Remainder of each operator formula ~ U^-p, ring, U = 40 t and 80 t:
  H_eff: p = 2.990
  T_eff: p = 2.984
  D_i: p = 3.983
  S_i^2: p = 3.983
  Sz_i: p = 3.983
  D_i by exp(S): p = 3.999
Dimer: t = 1, U = 10 t, t^2/U^2 = 0.0100, J = 0.4000 t
  energy: spin model -0.40000 t, exact -0.38516 t
  double occupancy per site: bare 0.00000, rotated 0.02000, exact 0.01788
  exact triplet double occupancy per site: 0.00000
  <S_i^2>: bare 0.75000, rotated 0.72000, exact 0.72318
  interaction energy: rotated 0.40000 t, exact 0.35762 t
  kinetic energy: rotated -0.80000 t, exact -0.74278 t
  exact dimer D_i and D_i*U^2/t^2 (limit from rotated operator: 2.000):
    U = 5 t: D_i = 0.054783, scaled 1.3696
    U = 10 t: D_i = 0.017881, scaled 1.7881
    U = 20 t: D_i = 0.004855, scaled 1.9419
    U = 40 t: D_i = 0.001241, scaled 1.9851
Open four-site chain, U = 10 t:
  dE/dU = 0.084612, total exact double occupancy = 0.084612
  Heisenberg state: <S1.S2> = -0.68301, <S2.S3> = -0.25000
  end site: D_i rotated 0.01866, exact 0.01701
    <S_i^2> rotated 0.72201, exact 0.72449
    error with the unchanged Heisenberg state ~ U^-p, p = 3.993
  inner site: D_i rotated 0.02866, exact 0.02530
    <S_i^2> rotated 0.70701, exact 0.71205
    error with the unchanged Heisenberg state ~ U^-p, p = 3.992
  Neel |<Sz>|, inner site: bare 0.50000, rotated 0.48000, exact rotation 0.48150
  <S2.S3>: bare -0.25000, operator rotated only -0.22929, exact -0.22667
  changes of <S2.S3> in units of t^2/U^2 (U = 160 t): operator 2.3647, state 0.2886
all good
```
